# Berglund's Integral and the Constant of Surface Potential in MOS Capacitors

Before an interface-state density can be placed on an energy axis, one has to decide which gate voltage corresponds to zero band bending, and which oxide capacitance to divide by. A slow capacitance sweep supplies changes of surface potential without a model of the silicon. It does not supply their origin, and a small error in the oxide capacitance accumulates over the sweep. Both statements follow from the voltage balance of the capacitor.

## From voltage balance to the integral

Consider a laterally uniform metal–oxide–semiconductor capacitor on p-type silicon. All charges and capacitances are per unit area. The surface potential $\psi_s$ is the electrostatic potential at the silicon surface minus that in the neutral bulk. It is positive when the bands bend down and zero at flat band. The applied gate voltage divides as

$$V_G=\phi_{ms}+\psi_s+V_{ox}, \tag{1}$$

where $\phi_{ms}$ is the constant metal–silicon work-function difference in volts and $V_{ox}$ is the drop from gate to silicon surface. The gate is a metal, so no appreciable potential drops inside it. Fixed oxide charge is treated as a sheet $Q_f$ at the silicon interface. The oxide itself is then a linear, charge-free dielectric, and the gate charge is

$$Q_G=C_{ox}V_{ox}. \tag{2}$$

Let $C_{LF}=dQ_G/dV_G$ be the slope of gate charge along the slow sweep. Differentiating (1) with $\phi_{ms}$ constant gives

$$1=\frac{d\psi_s}{dV_G}+\frac{dV_{ox}}{dV_G}.$$

By (2), the last term is $(1/C_{ox})\,dQ_G/dV_G=C_{LF}/C_{ox}$. Hence

$$\frac{d\psi_s}{dV_G}=1-\frac{C_{LF}}{C_{ox}}. \tag{3}$$

Integration from a starting voltage $V_1$ gives Berglund's integral,

$$\psi_s(V_G)=\psi_1+B(V_G),\qquad B(V_G)=\int_{V_1}^{V_G}\left[1-\frac{C_{LF}(V)}{C_{ox}}\right]dV, \tag{4}$$

with $\psi_1=\psi_s(V_1)$. The unit term counts the whole change of gate voltage, and the capacitance ratio removes the part that fell across the oxide.

No doping profile, carrier statistics or interface-state density entered. If the gate were a semiconductor with its own potential drop $\psi_g$, this drop would be added to the right side of (1), and $B$ would give the change of $\psi_s+\psi_g$.

## The role of equilibrium

Let $Q_s$ be the silicon charge and $Q_{it}$ the charge in interface states. Overall neutrality requires

$$Q_G=-(Q_s+Q_{it}+Q_f). \tag{5}$$

If carriers and interface states are in equilibrium at each bias, $Q_s$ and $Q_{it}$ are functions of $\psi_s$ alone. Define $C_s=-dQ_s/d\psi_s$ and $C_{it}=-dQ_{it}/d\psi_s$. The minus signs make both positive, since a higher surface potential attracts more negative charge. With $Q_f$ fixed, (5) gives $dQ_G=(C_s+C_{it})\,d\psi_s$. Dividing by $dV_G$ and using (3),

$$C_{LF}=(C_s+C_{it})\left(1-\frac{C_{LF}}{C_{ox}}\right).$$

Division by $C_{LF}(C_s+C_{it})$ turns this into $1/(C_s+C_{it})=1/C_{LF}-1/C_{ox}$, or

$$\frac1{C_{LF}}=\frac1{C_{ox}}+\frac1{C_s+C_{it}}. \tag{6}$$

Equilibrium is needed for (6) and for treating $\psi_s$ as a unique function of $V_G$. Equation (3) asks for less: it follows the actual surface potential along a sweep if the capacitance is the actual slope of gate charge on that sweep. Too fast a sweep therefore gives a path that is not the equilibrium curve.

## Why the constant is missing

Write $Q(\psi_s)=Q_s+Q_{it}$ for device A. Combining (1), (2) and (5),

$$V_G=\phi_{ms}+\psi_s-\frac{Q(\psi_s)+Q_f}{C_{ox}}. \tag{7}$$

Let device B have the shifted charge function $Q_B(\psi)=Q(\psi-\Delta)$ and fixed charge $Q_f+C_{ox}\Delta$. At surface potential $\psi_s+\Delta$, its gate voltage is

$$\phi_{ms}+\psi_s+\Delta-\frac{Q(\psi_s)+Q_f+C_{ox}\Delta}{C_{ox}},$$

which equals (7), because the two terms in $\Delta$ cancel. At equal gate voltage the gate charges differ by the constant $-C_{ox}\Delta$, so their slopes agree. The two devices have the same $C_{LF}(V_G)$ but different $\psi_s$.

This argument does not say whether B can be built. If its doping must equal that of A, its interface states have to supply

$$C_{it,B}(\psi_s+\Delta)=C_s(\psi_s)+C_{it}(\psi_s)-C_s(\psi_s+\Delta), \tag{8}$$

and no density of states may be negative. Over a limited voltage window this can be possible, as the example below shows. Knowledge of the doping then does not fix the constant from the quasi-static curve alone.

## The silicon charge

To fix $\psi_1$, one needs a relation between $\psi_s$ and a measured quantity. Let $\phi(x)$ be the potential at depth $x$, zero in the bulk, and let $V_t=kT/q$. For uniform doping and Boltzmann statistics, with bulk hole and electron densities $p_0$ and $n_0$, the charge density is

$$\rho=q\left[p_0(e^{-\phi/V_t}-1)-n_0(e^{\phi/V_t}-1)\right].$$

Multiply Poisson's equation $\phi''=-\rho/\varepsilon_s$ by $\phi'$. The left side becomes $\tfrac12\,d(\phi')^2/dx$. Integrating from the bulk, where $\phi=\phi'=0$, to the surface gives

$$\tfrac12\phi'(0)^2=-\frac1{\varepsilon_s}\int_0^{\psi_s}\rho\,d\phi.$$

Gauss's law gives $Q_s=\varepsilon_s\phi'(0)$. Evaluating the integral,

$$Q_s^2=2q\varepsilon_s\Big\{p_0\left[V_t(e^{-\psi_s/V_t}-1)+\psi_s\right]+n_0\left[V_t(e^{\psi_s/V_t}-1)-\psi_s\right]\Big\}, \tag{9}$$

with $Q_s$ opposite in sign to $\psi_s$.

## Two ways to fix the constant

Add a small alternating voltage, fast enough that interface states and electrons do not follow it but slow enough that holes do. The interface charge is then frozen during the alternation, and the same algebra as for (6) gives

$$\frac1{C_{HF}}=\frac1{C_{ox}}+\frac1{C_D}, \tag{10}$$

where $C_D$ is the hole response of the silicon.

**Flat band.** For a small disturbance about $\phi=0$, the hole charge changes by $-qp_0\,\delta\phi/V_t$. Poisson's equation becomes $\delta\phi''=\delta\phi/L_D^2$, with

$$L_D^2=\frac{\varepsilon_sV_t}{qN_A}. \tag{11}$$

Here $p_0\simeq N_A$, the acceptor density. The solution that vanishes in the bulk is $\delta\phi=\delta\psi_s\,e^{-x/L_D}$. Thus $\delta Q_s=-\varepsilon_s\delta\psi_s/L_D$ and $C_{FB}=\varepsilon_s/L_D$. Flat band lies at the voltage $V_{FB}$ where

$$C_{HF}(V_{FB})=\frac{C_{ox}C_{FB}}{C_{ox}+C_{FB}},\qquad \psi_1=-B(V_{FB}). \tag{12}$$

The second relation is (4) with $\psi_s=0$. This method needs $N_A$, and it needs interface states that are truly frozen. That is hard to achieve at flat band, where holes are plentiful at the surface. With a rough hole-capture coefficient of $10^{-8}\ \mathrm{cm^3/s}$ and $p_0=10^{16}\ \mathrm{cm^{-3}}$, states near the Fermi level respond in about 10 ns and follow a 1 MHz signal. In the example below, which assumes frozen states, this would make $\psi_1$ too low by about 13 mV.

**Depletion.** When $\psi_s$ is several $V_t$ and electrons are still negligible, the exponentials in (9) drop out:

$$Q_s^2\simeq2q\varepsilon_sN_A(\psi_s-V_t).$$

Differentiating, $2Q_s\,dQ_s/d\psi_s=2q\varepsilon_sN_A$, so $C_D=q\varepsilon_sN_A/|Q_s|$. Squaring the inverse and inserting $Q_s^2$,

$$\frac1{C_D^2}=\frac{2(\psi_s-V_t)}{q\varepsilon_sN_A}=\frac{2[B(V_G)+\psi_1-V_t]}{q\varepsilon_sN_A}. \tag{13}$$

A plot of $C_D^{-2}$ against $B$ is a straight line. Its slope gives $N_A$. If the line reaches zero at $B=B_0$, then $\psi_1=V_t-B_0$. A doping gradient, or interface states that follow the alternating voltage, would invalidate this reading.

## Worked example

Take a 10 nm oxide on silicon with $N_A=10^{16}\ \mathrm{cm^{-3}}$ at 300 K. Then $V_t=25.85$ mV and $C_{ox}=345.31\ \mathrm{nF/cm^2}$. The chosen work-function difference is $-0.90$ V and the fixed charge is $+10^{11}q$ per $\mathrm{cm^2}$. The interface-state density rises from $10^{11}$ at midgap to $9\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ at the band edges, with donor-like states below midgap and acceptor-like states above.

The sweep starts at $V_1=-3$ V. The capacitances were computed from a discretized Poisson equation. For $C_{HF}$ the electron density was held fixed at every depth. In a real inversion layer only the total number of electrons is fixed and they still shift in depth with the signal. This raises $C_{HF}/C_{ox}$ at 1 and 2 V to about 0.087 and leaves the entries at and below 0 V unchanged to the digits shown. In the table, $\psi_s$ is the Berglund integral with its constant fixed by (12).

| $V_G$ (V) | $C_{LF}/C_{ox}$ | $C_{HF}/C_{ox}$ | $\psi_s$ (V) |
|---:|---:|---:|---:|
| −3.0 | 0.972 | 0.972 | −0.217 |
| −1.0 | 0.511 | 0.478 | −0.016 |
| −0.5 | 0.162 | 0.128 | 0.352 |
| 0.0 | 0.438 | 0.089 | 0.761 |
| 1.0 | 0.950 | 0.085 | 0.900 |
| 2.0 | 0.974 | 0.085 | 0.936 |

For flat band, $L_D=40.88$ nm and $C_{FB}=253.38\ \mathrm{nF/cm^2}$. Equation (12) requires

$$\frac{C_{HF}}{C_{ox}}=\frac{253.38}{345.31+253.38}=0.4232.$$

This ratio occurs at $V_{FB}=-0.968$ V and gives $\psi_1=-0.2167$ V. The depletion line, fitted from $-0.58$ to $-0.22$ V, also gives $-0.2167$ V, and returns the doping to within about 0.01%. Such agreement belongs to noiseless data from a uniformly doped model, not to a measurement.

As a test of (4), gate charge was summed over the Poisson grid and differentiated to obtain $C_{LF}$. The integral was compared with $\psi_s$ found separately from (7) and (9). The largest difference between their changes from the starting voltage was about 0.06 mV over the sweep.

The two capacitances also give the interface-state density. Subtracting the silicon response in (10) from the total response in (6), and taking $C_s=C_D$ in depletion,

$$C_{it}=\frac{C_{LF}}{1-C_{LF}/C_{ox}}-\frac{C_{HF}}{1-C_{HF}/C_{ox}}. \tag{14}$$

At $-0.5$ V the ratios to four decimals are 0.1616 and 0.1276, so

$$C_{it}=345.31\left(\frac{0.1616}{0.8384}-\frac{0.1276}{0.8724}\right)=66.6-50.5=16.1\ \mathrm{nF/cm^2}.$$

Dividing by the elementary charge gives $1.0\times10^{11}$ states per $\mathrm{cm^2}$ and per volt of surface potential, hence per eV. The Fermi level at the surface lies $q(\psi_s-\phi_B)$ above midgap, with $\phi_B=V_t\ln(p_0/n_i)=0.357$ V for $n_i=10^{10}\ \mathrm{cm^{-3}}$. The result therefore belongs 6 meV below midgap. An error in $\psi_1$ moves this energy by the same number of meV as mV.

## A device with the same curve

For $\Delta=50$ mV, a set of non-negative level densities satisfying (8) closely was found without changing the doping. Between $-0.70$ and $-0.26$ V the resulting device reproduces $C_{LF}$ to within $10^{-5}C_{ox}$, while its surface potential is 50 mV higher. At midgap its value of $C_{it}/q^2$ is $1.27\times10^{11}$ instead of $1.00\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$. A wrong constant can therefore alter the inferred density as well as its energy when a calculated $C_s(\psi_s)$ is subtracted.

The high-frequency curve separates the two devices. At $-0.5$ V, (13) predicts that raising $\psi_s$ from 0.352 to 0.402 V multiplies $C_D$ by $\sqrt{0.326/0.376}=0.93$. The silicon response falls from 50.5 to about 47 $\mathrm{nF/cm^2}$, and $C_{HF}/C_{ox}$ falls from 0.128 to about 0.120.

## Errors that accumulate

The high-frequency capacitance cannot replace $C_{LF}$ in (4). It omits interface charge that does move during the slow sweep, so $1-C_{HF}/C_{ox}$ is too large. From flat band to midgap the correct integral gives 0.357 V and the high-frequency one 0.374 V, an excess of 17 mV. In inversion the discrepancy grows much faster, because the electron response is missing too.

Now suppose a value $C'$ is used for $C_{ox}$. The error in the potential difference is

$$\delta(\Delta\psi_s)=\int\left(\frac{C_{LF}}{C_{ox}}-\frac{C_{LF}}{C'}\right)dV
=-\left(\frac{C_{ox}}{C'}-1\right)\int\frac{C_{LF}}{C_{ox}}\,dV.$$

By (2), the last integral is the change of oxide voltage, so

$$\delta(\Delta\psi_s)=-\left(\frac{C_{ox}}{C'}-1\right)\Delta V_{ox}. \tag{15}$$

Taking the capacitance at $-3$ V for $C_{ox}$ gives $C'/C_{ox}=0.9719$. The oxide swing is $5-1.152=3.848$ V, and the error is $-(1/0.9719-1)\times3.848=-0.111$ V. The apparent span of $\psi_s$ falls from 1.152 to 1.041 V. An error of less than 3% in capacitance has become an error of nearly 10% in the span.

The shortfall in accumulation can be estimated. For strongly negative $\psi_s$, the hole exponential dominates (9), so $Q_s\propto e^{-\psi_s/2V_t}$ and

$$C_s\simeq\frac{Q_s}{2V_t}. \tag{16}$$

If most of the gate charge is balanced by holes, $Q_s\simeq C_{ox}|V_{ox}|$. Neglecting $C_{it}$ in (6) then gives

$$\frac{C_{LF}}{C_{ox}}\simeq\frac1{1+2V_t/|V_{ox}|}. \tag{17}$$

At $-3$ V, $|V_{ox}|=3-0.90-0.217=1.883$ V, and (17) gives 0.973, close to the computed 0.972. In this classical limit the approach to $C_{ox}$ is slow, as $1/|V_{ox}|$.

The silicon gap is a scale for the span, not an upper bound. In this classical model the correct span exceeds the 1.12 eV gap, expressed in volts, by 0.032 V: at the ends of the sweep the surface Fermi level lies slightly outside both band edges. The erroneous span lies below the gap and would not reveal itself by that comparison.

A constant leakage current density $J_L$ during a ramp $\alpha=dV_G/dt$ adds $J_L/\alpha$ to the apparent capacitance. Over a voltage interval $\Delta V_G$, (4) then acquires the error

$$\delta(\Delta\psi_s)=-\frac{J_L\,\Delta V_G}{\alpha C_{ox}}. \tag{18}$$

For $J_L=10^{-11}\ \mathrm{A/cm^2}$, $\alpha=5$ mV/s and $\Delta V_G=5$ V, this is $-29$ mV. Faster ramps reduce this error but make equilibrium harder to maintain.

## The model beside a real capacitor

The thickness, doping and trap density are rough typical values for thermally oxidized silicon. A midgap density of $10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ is high for a well-annealed interface, where about $10^{10}$ is a rough guide. The largest oxide field is 2.0 MV/cm, against a rough breakdown strength of 10 MV/cm. A tunnelling estimate with a 3.1 eV barrier gives a current near $10^{-35}\ \mathrm{A/cm^2}$, which is negligible here; it does not cover leakage through defects, for which (18) sets the scale. Equilibrium is the more delicate assumption. With a rough generation lifetime of 10 µs, thermal generation at its full rate throughout the depletion layer could supply the inversion charge up to about 15 mV/s. For the equilibrium depletion width this is an upper limit, not a test of equilibrium: net generation vanishes in equilibrium and reaches its full rate only where both carrier densities are well below $n_i$. The chosen 5 mV/s needs about a third of the full generation current. If bulk generation is the only source, this takes a separation of the electron and hole quasi-Fermi levels of several tenths of an eV, so a real device with this lifetime would lag well behind the equilibrium curve in inversion. A ramp near 0.1 mV/s would reduce the separation to a few meV, but by (18) the tolerable leakage falls in proportion to the ramp. A lifetime of 100 µs would lower the limit tenfold, and 5 mV/s would then exceed it. Midgap traps, with an estimated response time of 10 ms, are fast compared with the 5 s needed to ramp the gate by $V_t$.

Boltzmann statistics are strained at both ends of the sweep. For the same silicon charge, including hole degeneracy changes $\psi_s$ at $-3$ V from $-0.217$ to $-0.223$ V, and electron degeneracy raises $\psi_s$ at $+2$ V by about 7 mV. This changes the model curve, not the derivation of (4).

Quantum confinement is also left out of the model, for electrons in inversion as well as for holes in accumulation. For the holes, the estimate made here does not settle its effect. A one-band calculation in a uniform mean field puts them at a mean depth of 2.6 nm, against 3.7 nm for the classical charge, and would formally imply a capacitance gain of 3.7%. That figure should not be used. Capacitance depends on where added charge goes, and the classical mean includes a long tail of holes that responds little. From (6), neglecting $C_{it}$, the classical response at $-3$ V corresponds to a silicon depth $\varepsilon_s/C_s$ of about 0.9 nm, far less than the mean depth. A self-consistent quantum calculation of the added charge would be needed before accumulation data could fix $C_{ox}$ at the per cent level. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
T = 300 K; kT/q = 25.85 mV
Oxide thickness = 10.0 nm; C_ox = 345.31 nF/cm2
Relative permittivity: Si 11.7, oxide 3.9
Doping = 1.00e+16 cm^-3; n_i = 1.00e+10 cm^-3; gap = 1.12 eV
phi_ms = -0.90 V; fixed charge/q = 1.00e+11 cm^-2
D_it input: midgap 1.00e+11, edge 9.00e+11 cm^-2 eV^-1
Bulk potential phi_B = 0.3572 V
V_G(V)  C_LF/C_ox  C_HF/C_ox  psi_balance(V)  psi_Berglund(V)
 -3.00    0.9719    0.9718    -0.2168    -0.2167
 -2.50    0.9619    0.9617    -0.2004    -0.2004
 -2.00    0.9419    0.9411    -0.1771    -0.1771
 -1.50    0.8840    0.8805    -0.1366    -0.1366
 -1.00    0.5106    0.4783    -0.0164    -0.0164
 -0.50    0.1616    0.1276     0.3515     0.3515
  0.00    0.4375    0.0888     0.7609     0.7609
  0.50    0.9063    0.0855     0.8663     0.8663
  1.00    0.9497    0.0851     0.9001     0.9001
  1.50    0.9657    0.0850     0.9208     0.9208
  2.00    0.9741    0.0849     0.9357     0.9356
Berglund span, full sweep = 1.1524 V
Largest integral error = 0.0613 mV
Largest series-formula error / C_ox = 2.93e-05
Debye length = 40.88 nm; C_FB = 253.38 nF/cm2
Flat-band C_HF/C_ox = 0.4232
Flat-band voltage: from C_HF -0.9681, balance -0.9681 V
Constant psi(-3 V), charge balance = -0.2168 V
Constant from flat band = -0.2167 V
Constant from depletion line = -0.2167 V
Doping from depletion line = 1.0001e+16 cm^-3
Depletion-line window: V_G -0.58 to -0.22 V
Twin window: V_G -0.70 to -0.26 V
Twin psi shift: 50.000 to 50.000 mV
Twin largest C_LF difference / C_ox = 7.29e-06
Midgap C_it/q^2: device 1.002e+11, twin 1.271e+11 cm^-2 eV^-1
Midgap gate voltage = -0.4932 V
Flat band to midgap: C_LF gives 0.3572 V, C_HF gives 0.3740 V
C_LF(-3 V)/C_ox = 0.9719; oxide swing = 3.8476 V
Span if C_LF(-3 V) is used for C_ox = 1.0409 V
Predicted span error = -111.44 mV
Largest oxide field = 1.964 MV/cm; rough breakdown = 10 MV/cm
Tunnel estimate: barrier 3.1 eV, mass 0.42 m_e, log10(J/(A/cm2)) = -35.3
Ramp = 5.0 mV/s; assumed leakage = 1.0e-11 A/cm2
Span error from this leakage = -28.96 mV
Generation-limited ramp = 15.40 mV/s for lifetime 10 us
Midgap trap time = 10.0 ms; time to ramp kT/q = 5.17 s
psi(-3 V) at same charge with hole degeneracy = -0.2225 V
Hole depth at -3 V: classical 3.67 nm, confined estimate 2.56 nm
Estimated accumulation-capacitance loss = -3.7 %
```
